\section*{The first perfect-transmission resonance above a rectangular barrier}

\section{Problem}

Two identical metal contacts face each other across a barrier of width $L=2$ nm. An electron arrives from the left with energy $E$, measured from the common band floor of the contacts. Its potential energy is
\begin{equation}
V(x)=\begin{cases}0, & x<0,\\ V_0, & 0<x<L,\\ 0, & x>L,\end{cases}\qquad V_0>0 .
\end{equation}
The electron has the free mass $m$ everywhere, moves coherently, and feels neither a bias nor an image force. The contacts are uniform along their faces, so the motion parallel to them separates off, and $E$ stands for the energy of the motion normal to the faces.

\begin{enumerate}
\item Find the transmission probability $T$ for all $E>0$.
\item Find the lowest energy at which $T=1$. How far above the barrier top does it lie, and how does this distance depend on $V_0$?
\item Explain why the reflected wave vanishes there.
\item Find the width of the transmission peak.
\end{enumerate}

For numbers, take a vacuum gap between two gadolinium electrodes. A work function of roughly 3 eV and a filled band depth of roughly 3 eV give $V_0=6$ eV.

\section{Hints}

\begin{enumerate}
\item Start on the right, where there is only an outgoing wave. Its value and slope at $x=L$ fix the wave in the whole barrier.
\item At $x=0$, the amplitude of the incoming wave can be isolated by combining $\psi$ and $\psi'$ so that the reflected wave drops out.
\item Write $1/T$ as one plus something that cannot be negative. Then ask when that something is zero. Treat the barrier top separately, because there a zero is divided by a zero.
\item For the third question, follow the wave reflected at the front edge and the waves that return after one, two or more round trips in the barrier. Compare the signs of the reflection amplitudes at an edge seen from its two sides.
\item For the width, set $T=1/2$ and expand the sine about its zero.
\end{enumerate}

\section{Solution}

\subsection{Transmission at any energy}

Let $C=\hbar^2/(2m)=0.0381$ eV\,nm$^2$. The Schr\"odinger equation is $-C\psi''+V\psi=E\psi$, so the wave numbers in the contacts and in the barrier obey
\begin{equation}
k^2=\frac{E}{C},\qquad q^2=\frac{E-V_0}{C}.
\label{eq:kq}
\end{equation}
With an incoming wave of unit amplitude, the waves in the contacts are
\begin{equation}
\psi=e^{ikx}+r\,e^{-ikx}\quad(x<0),\qquad \psi=t\,e^{ik(x-L)}\quad(x>L).
\end{equation}
Since $V$ is finite and the mass is the same everywhere, $\psi$ and $\psi'$ are continuous at both edges. At $x=L$ this means $\psi=t$ and $\psi'=ikt$. The solution in the barrier with these values is
\begin{equation}
\psi(x)=t\left[\cos q(x-L)+\frac{ik}{q}\sin q(x-L)\right].
\label{eq:inside}
\end{equation}
At the front edge it gives
\begin{equation}
\psi(0)=t\left[\cos qL-\frac{ik}{q}\sin qL\right],\qquad
\psi'(0)=t\left[q\sin qL+ik\cos qL\right].
\label{eq:front}
\end{equation}
From the left side, $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. Hence $\psi(0)+\psi'(0)/(ik)=2$, in which $r$ has dropped out. Inserting (\ref{eq:front}) and using $1/i=-i$,
\begin{equation}
\frac1t=\frac12\left[2\cos qL-i\left(\frac kq+\frac qk\right)\sin qL\right]
=\cos qL-i\,\frac{k^2+q^2}{2kq}\,\sin qL .
\label{eq:t}
\end{equation}
The wave number is the same in both contacts, so the ratio of transmitted to incoming current is $T=|t|^2$.

\emph{Above the top}, $q$ is real, and
\begin{align}
\frac1T&=\cos^2 qL+\frac{(k^2+q^2)^2}{4k^2q^2}\sin^2 qL
=1+\frac{(k^2+q^2)^2-4k^2q^2}{4k^2q^2}\sin^2 qL\nonumber\\
&=1+\frac{(k^2-q^2)^2}{4k^2q^2}\sin^2 qL .
\end{align}
By (\ref{eq:kq}), $k^2-q^2=V_0/C$ and $k^2q^2=E(E-V_0)/C^2$. The factors of $C$ cancel:
\begin{equation}
\frac1T=1+\frac{V_0^2\,\sin^2 qL}{4E(E-V_0)}\qquad(E>V_0).
\label{eq:above}
\end{equation}

\emph{Below the top}, $q=i\kappa$ with $\kappa>0$ and $\kappa^2=(V_0-E)/C$. Equation (\ref{eq:t}) still holds, because no complex conjugate was taken in reaching it. With $\cos i\kappa L=\cosh\kappa L$ and $\sin i\kappa L=i\sinh\kappa L$,
\begin{equation}
\frac1t=\cosh\kappa L-i\,\frac{k^2-\kappa^2}{2k\kappa}\sinh\kappa L .
\end{equation}
Taking the squared modulus and using $\cosh^2=1+\sinh^2$,
\begin{equation}
\frac1T=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa L
=1+\frac{V_0^2\sinh^2\kappa L}{4E(V_0-E)}\qquad(0<E<V_0).
\label{eq:below}
\end{equation}

\emph{At the top}, $q=0$ and the barrier solution is a straight line, $\psi=t[1+ik(x-L)]$. Then $\psi(0)=t(1-ikL)$ and $\psi'(0)=ikt$. The same combination as before gives $1/t=1-ikL/2$, and therefore
\begin{equation}
\frac1T=1+\frac{k^2L^2}{4}=1+\frac{V_0L^2}{4C}\qquad(E=V_0).
\label{eq:top}
\end{equation}

\subsection{The first resonance}

Below the top, the second term of (\ref{eq:below}) is positive, so $T<1$. At the top, (\ref{eq:top}) also gives $T<1$. Although $\sin qL$ vanishes there, the denominator of (\ref{eq:above}) vanishes too, and the ratio stays finite. Perfect transmission therefore needs $E>V_0$ and $\sin qL=0$ with $q>0$:
\begin{equation}
qL=n\pi,\qquad n=1,2,3,\dots
\end{equation}
The lowest case is $n=1$, with half a wavelength in the barrier. Since $E-V_0=Cq^2$, its height above the top is
\begin{equation}
\varepsilon_1=C\left(\frac{\pi}{L}\right)^2=\frac{\pi^2\hbar^2}{2mL^2}.
\label{eq:eps}
\end{equation}
For $L=2$ nm, $q=\pi/L=1.5708$ nm$^{-1}$ and
\begin{equation}
\varepsilon_1=0.0381\times(1.5708)^2\ \text{eV}=0.0940\ \text{eV}.
\end{equation}
In Rydberg atomic units, where $C=1$, this is $(\pi/L)^2=0.00691$ Ry with $L$ in bohr. For the 6 eV barrier the resonance lies at $E=6.094$ eV.

The height $V_0$ does not enter (\ref{eq:eps}). As a test, the Schr\"odinger equation was integrated numerically and the transmission maximum was located without using (\ref{eq:eps}). It lay 0.0940 eV above the top both for $V_0=6$ eV and for $V_0=2$ eV, with $L=2$ nm held fixed.

The transmission changes greatly over this small range of energy. At the top of the 6 eV barrier, (\ref{eq:top}) gives
\begin{equation}
T=\left[1+\frac{6.0\times 2.0^2}{4\times0.0381}\right]^{-1}=0.0063 .
\end{equation}
An electron at the classical threshold for passing is almost always reflected, because here $kL\approx25$, which makes the term $k^2L^2/4$ in (\ref{eq:top}) large. Between the first two resonances, at $qL=3\pi/2$, the height above the top is $(3/2)^2\varepsilon_1=0.2115$ eV. Here $\sin^2qL=1$, and (\ref{eq:above}) gives $T=0.127$. The second resonance follows at $4\varepsilon_1=0.376$ eV.

Two limits show what the barrier parameters do. As $V_0\to0$ at fixed $L$, the second term of (\ref{eq:above}) tends to zero at every fixed $E>V_0$. The condition $qL=\pi$ still marks $T=1$, but the peak no longer stands out. As $L$ grows, the resonances move towards the top as $1/L^2$, while (\ref{eq:top}) shows that $T$ at the top itself falls to zero.

\subsection{Why the reflected wave vanishes}

Consider the front edge alone, with a wave arriving from the contact. Continuity gives $1+r_1=t_1$ and $k(1-r_1)=qt_1$, so
\begin{equation}
r_1=\frac{k-q}{k+q},\qquad t_1=\frac{2k}{k+q}.
\end{equation}
For a wave that meets an edge from inside the barrier, $k$ and $q$ change places. The reflection amplitude is then $-r_1$, and the transmission amplitude is $t_1'=2q/(k+q)$. Their product with the first step obeys
\begin{equation}
t_1t_1'=\frac{4kq}{(k+q)^2}=1-r_1^2 .
\end{equation}
The first wave to return from the interior has entered ($t_1$), crossed the barrier twice ($e^{2iqL}$), been reflected at the back edge ($-r_1$) and left ($t_1'$). Each further round trip adds two internal reflections and two crossings, that is, a factor $r_1^2e^{2iqL}$. Since $0<r_1<1$ above the top, the geometric series converges, and the total reflection amplitude is
\begin{equation}
r=r_1-\frac{r_1(1-r_1^2)\,e^{2iqL}}{1-r_1^2\,e^{2iqL}} .
\end{equation}
At $qL=\pi$ the phase factor is one, the fraction equals $r_1$, and $r=0$. In the example $k=12.647$ nm$^{-1}$, so
\begin{equation}
r_1=\frac{12.647-1.571}{12.647+1.571}=0.779 .
\end{equation}
The front edge by itself would reflect $r_1^2$, about 61\% of the current. The waves returning from the interior sum to $-0.779$ and cancel this reflection.

The electron density shows the build-up that makes this possible. In the middle of the barrier $q(x-L)=-\pi/2$, and (\ref{eq:inside}) gives $|\psi|^2=(k/q)^2|t|^2$. With $|t|=1$ this is $E/(E-V_0)=6.094/0.0940\approx65$ times the density in the contacts.

\subsection{Width of the peak}

Write $\varepsilon=E-V_0$. By (\ref{eq:above}), $T=1/2$ when
\begin{equation}
\sin^2 qL=\frac{4(V_0+\varepsilon)\,\varepsilon}{V_0^2}.
\label{eq:half}
\end{equation}
For $V_0=6$ eV, the solutions on either side of the peak are $\varepsilon=0.0805$ eV and $0.1114$ eV, and the full width is $0.031$ eV.

An estimate in closed form holds when the peak is narrow compared with $\varepsilon_1$. Since $qL=\pi\sqrt{\varepsilon/\varepsilon_1}$, a small step $\delta$ away from $\varepsilon_1$ changes $qL$ by $\pi\delta/(2\varepsilon_1)$, and $\sin^2qL\approx(\pi\delta/2\varepsilon_1)^2$. Setting $\varepsilon=\varepsilon_1$ on the right of (\ref{eq:half}) and taking the root,
\begin{equation}
|\delta|\approx\frac{4\varepsilon_1}{\pi V_0}\sqrt{(V_0+\varepsilon_1)\varepsilon_1},
\qquad
\Gamma=2|\delta|\approx\frac{8\varepsilon_1}{\pi V_0}\sqrt{(V_0+\varepsilon_1)\varepsilon_1}.
\end{equation}
For 6 eV this gives $\Gamma\approx0.030$ eV, about 2.5\% below the full solution of (\ref{eq:half}). For 2 eV it gives 0.053 eV against 0.058 eV, a larger error because the peak is broader. At fixed $L$, a higher barrier thus makes the resonance sharper without changing its distance from the top. A wider barrier brings the resonance closer to the top and also makes it sharper, since $\Gamma$ falls with $\varepsilon_1$.

\subsection{The model and a real gadolinium gap}

The free mass is right for the vacuum. Inside gadolinium, a single parabolic band with the free mass is a simplification, and the two energies that make up $V_0$ are rough. Neither of these energies affects $\varepsilon_1$ within the model. The gap width does: at 2.1 nm, $\varepsilon_1$ falls to 0.0853 eV, a change of 9\%. The resonance lies $3.0+0.094$ eV above the Fermi level. At 300 K, where $k_BT=0.02585$ eV, the Boltzmann factor at that energy is about $10^{-52}$, so electrons would have to be injected there by other means.

A bias also matters. Let 0.02 V lower the right contact and tilt the barrier linearly, which is a field of 0.10 MV/cm. Numerical integration then puts the peak 0.0840 eV above $V_0$, the height of the barrier at its left edge. The shift of 0.010 eV matches the lowering of the mean barrier height. The peak value is $T=0.997$ rather than one. The largest correction found here is the image force, which is the subject of the second variation.

\section{Variation 1: unequal contacts}

\emph{The band floor of the right contact is raised by 3 eV, while $V_0$ and $L$ are unchanged. Is there still perfect transmission above the barrier top?}

Let $k_1$ and $k_3$ be the wave numbers in the left and right contacts. In (\ref{eq:front}), $k$ came from the outgoing wave and becomes $k_3$. The incoming amplitude is now isolated by $\psi(0)+\psi'(0)/(ik_1)=2$, so
\begin{equation}
\frac1t=\frac12\left[\left(1+\frac{k_3}{k_1}\right)\cos qL-i\left(\frac{k_3}{q}+\frac{q}{k_1}\right)\sin qL\right].
\end{equation}
The current carries a factor of the wave number, so $T=(k_3/k_1)|t|^2$ and
\begin{equation}
\frac1T=\frac{(k_1+k_3)^2\cos^2qL+(q+k_1k_3/q)^2\sin^2qL}{4k_1k_3}.
\end{equation}
Both floors lie below $V_0$, so above the top $q<k_1$ and $q<k_3$. Then $(k_1-q)(k_3-q)>0$, which rearranges to $q+k_1k_3/q>k_1+k_3$. The right-hand side is therefore smallest when $\sin qL=0$, and
\begin{equation}
T\le\frac{4k_1k_3}{(k_1+k_3)^2}=1-\left(\frac{k_1-k_3}{k_1+k_3}\right)^2<1 .
\end{equation}
The answer is no. At $qL=\pi$ the barrier merely reverses the sign of $\psi$ and $\psi'$, and what remains is the reflection at a single step from $k_1$ to $k_3$. At $E=6.094$ eV, $k_1=12.647$ nm$^{-1}$ and $k_3=\sqrt{3.094/0.0381}=9.01$ nm$^{-1}$, which gives $T=0.972$. For a rectangular barrier whose top lies above both band floors, perfect transmission above the top thus depends on the contacts having equal wave numbers. If one floor lay above $V_0$, then $q$ would fall between $k_1$ and $k_3$, and $T=1$ could occur with unequal contacts, at $\cos qL=0$ and $q^2=k_1k_3$.

\section{Variation 2: the image force}

\emph{An electron between two metal faces is attracted by the charge it induces on them. How large is this effect in the middle of the 2 nm gap, and what becomes of the resonance?}

Treat the faces as ideal classical conductors. For an electron at $x$, repeated reflection in the two faces gives image charges of opposite sign at $-x+2nL$ for all integers $n$, and of the same sign as the electron at $x+2nL$ for $n\neq0$. The interaction energy carries a factor $1/2$, because the induced charge grows in proportion to the charge that induces it. Collecting the distances,
\begin{equation}
U(x)=-\frac{e^2}{4\pi\epsilon_0}\left[\frac1{4x}+\frac12\sum_{n=1}^{\infty}\left(\frac{nL}{n^2L^2-x^2}-\frac1{nL}\right)\right].
\label{eq:image}
\end{equation}
At $x=L/2$ the images lie at distances $L,2L,3L,\dots$ on both sides, with alternating signs that begin with the opposite one. Hence
\begin{equation}
U(L/2)=\frac12\cdot2\cdot\frac{e^2}{4\pi\epsilon_0L}\left(-1+\frac12-\frac13+\dots\right)=-\frac{e^2\ln2}{4\pi\epsilon_0L}=-0.499\ \text{eV}.
\end{equation}
This is 5.3 times $\varepsilon_1$. The top of the barrier drops from 6.0 eV to 5.501 eV, and its edges become rounded.

Close to a face, (\ref{eq:image}) diverges and the classical law fails. For an estimate, the potential $V_0+U(x)$ is cut off where it would fall below the band floor. Numerical integration then gives these transmissions, with each energy counted from the top of the barrier concerned:
\begin{center}
\begin{tabular}{ccc}
height above top (eV) & $T$, rectangular & $T$, rounded\\
0 & 0.006 & 0.656\\
0.0235 & 0.0155 & 0.803\\
0.0940 & 1.000 & 0.979\\
0.2115 & 0.127 & 0.982\\
0.3760 & 1.000 & 0.912
\end{tabular}
\end{center}
With this cutoff, the rounded barrier transmits well at all the listed energies above its top. The low transmission of the rectangular case at 0.2115 eV is absent. Some variation remains, since $T$ is lower at 0.376 eV than at 0.2115 eV, but five energies do not locate its maxima. At $E=6.094$ eV, the resonance energy of the rectangular barrier, the rounded one has $T=0.960$.

These transmissions depend on the cutoff near the faces. If the potential in the gap is kept from falling below 2 eV or 4 eV, instead of below the band floor, $T$ at 0.0940 eV above the top changes from 0.979 to 0.88 or 0.52. At 0.2115 eV it becomes 0.99 or 0.77, still far above the rectangular value of 0.127. The table is thus a rough guide and not a prediction for a real gap.

The value 0.094 eV is therefore a property of the rectangular barrier. It should not be read as the position of a peak to be measured in a gadolinium gap, where the image force alone shifts the barrier top by several times this amount and removes most of the contrast in this estimate. The main computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
hbar^2/(2m) = 0.038100 eV nm^2
barrier width L = 2.0 nm
work function (rough) = 3.0 eV
filled band depth (rough) = 3.0 eV
barrier height V0 = 6.0 eV
q at resonance = 1.5708 1/nm
k at resonance = 12.6471 1/nm
eps1 from formula = 0.09401 eV
eps1 in rydbergs = 0.006909 Ry
peak above top, integration = 0.09401 eV
T at that peak = 1.000000
second test height = 2.0 eV
its peak above top = 0.09401 eV
resonance energy E = 6.0940 eV
T at barrier top = 0.00631
largest T in scan up to 0.9 eps1 = 0.6894
front reflection amplitude = 0.7790
sum of inner returns = -0.7790
half maximum below peak = 0.0805 eV above top
half maximum above peak = 0.1114 eV above top
full width, V0 = 6 eV: 0.0310 eV
full width, V0 = 2 eV: 0.0583 eV
right floor raised by 3.0 eV: T = 0.9718
image lowering at mid-gap = 0.4991 eV
image lowering / eps1 = 5.31
top of rounded barrier = 5.5009 eV
rounded barrier, T at E_res = 0.9597
height above own top (eV), T rectangular, T rounded:
  0.0000  0.0063  0.6563
  0.0235  0.0155  0.8027
  0.0940  1.0000  0.9786
  0.2115  0.1274  0.9816
  0.3760  1.0000  0.9117
bias = 0.02 V
field in gap = 0.10 MV/cm
biased peak above V0 = 0.0840 eV
T at biased peak = 0.997263
eps1 for L = 2.1 nm: 0.0853 eV
temperature = 300 K
thermal energy kT = 0.02585 eV
log10 of Boltzmann factor = -52.0
\end{verbatim}
